# Canonical Sampling with Noisy Forces: Covariance-Matched Friction and Uncorrected Heating, part 1

(Sections cited here and not found follow in the second part.)

## I. The friction that balances force noise

A quantum Monte Carlo calculation of the force on a nucleus returns an average over a finite number of electronic samples, and so carries a statistical error. If such forces move the nuclei, each time step delivers a small random impulse besides the physical one. The impulses average to zero, but the kinetic energy is quadratic in momentum, and its mean grows. The question is how much friction removes this energy without spoiling the canonical distribution, and what temperature results when the friction is left out.

### Setting and assumptions

Hartree atomic units are used. The \(d\) nuclear coordinates form the vector \(R\), with momenta \(p\), diagonal mass matrix \(M\) and velocities \(v=M^{-1}p\). The nuclei are classical, with

\[
H=\tfrac12p^TM^{-1}p+U(R),\qquad F=-\nabla U,\qquad \theta=k_BT .
\]

The potential is smooth and confining, so that the canonical density \(\rho_c\propto e^{-H/\theta}\) can be normalized and boundary terms vanish in integrations by parts. At each step of length \(\Delta\) the electronic calculation returns \(F(R)+\eta\), where:

1. \(\eta\) has zero mean and a finite, known covariance \(C(R)=\langle\eta\eta^T\rangle\).
2. Given the positions, \(\eta\) is independent of the momenta and of the errors at other steps.
3. For the finite-step result, \(\eta\) is Gaussian.

The friction force is \(-\Gamma v\), with \(\Gamma\) symmetric and positive semidefinite; an element of \(\Gamma\) is a mass divided by a time. An ordinary heat bath may also be present. Its friction is \(\Gamma_0\), and it supplies the random force that belongs to \(\Gamma_0\) at temperature \(T\).

**Theorem.** In the white-noise description, \(\rho_c\) is stationary if and only if

\[
\boxed{\;\Gamma(R)=\Gamma_0+\frac{\Delta\,C(R)}{2\theta}\;}
\]

With the midpoint friction defined below and Gaussian errors, the same formula makes the stochastic part of each finite step preserve the Maxwell distribution, with no expansion in \(\Delta\). What remains is the error of the Verlet splitting.

The last sentence limits the claim. Correct friction cures the force noise; it does not make a finite-step integrator exact for every potential.

### Lemma 1: the evolution of the density

One step adds the random impulse \(\Delta\eta\), with covariance \(\Delta^2C\). There are \(1/\Delta\) steps per unit time, so the impulse covariance grows at the rate \(\Delta C\). The bath contributes \(2\theta\Gamma_0\), a value the proof of the theorem confirms by setting \(C=0\). The total is

\[
B(R)=2\theta\Gamma_0+\Delta C(R).
\]

The white-noise description is the limit \(\Delta\to0\) at fixed \(\Delta C\). In a short time \(\delta t\),

\[
\delta R=v\,\delta t,\qquad \delta p=(F-\Gamma v)\,\delta t+w,
\qquad \langle w\rangle=0,\quad \langle ww^T\rangle=B\,\delta t .
\]

Take a smooth function \(f(R,p)\) and expand its change. The terms linear in \(\delta R\) and \(\delta p\) contribute at order \(\delta t\), and so does the term quadratic in \(w\). Hence

\[
\frac{d\langle f\rangle}{dt}=\Big\langle v\cdot\nabla_Rf+(F-\Gamma v)\cdot\nabla_pf
+\tfrac12\sum_{ij}B_{ij}\frac{\partial^2f}{\partial p_i\partial p_j}\Big\rangle .
\tag{1}
\]

For non-Gaussian errors the cubic term must also vanish in the limit. At fixed \(\Delta C\) the errors scale as \(\Delta^{-1/2}\), so the mean cubed impulse is of order \(\Delta^{3/2}\) per step, or \(\Delta^{1/2}\) per unit time. It vanishes if the scaled errors have a finite third absolute moment.

Write the averages as integrals over the density \(\rho\) and integrate by parts. Each first derivative changes sign once and each second derivative twice:

\[
\frac{\partial\rho}{\partial t}=-v\cdot\nabla_R\rho+\nabla U\cdot\nabla_p\rho
+\sum_{ij}\frac{\partial}{\partial p_i}\Big[\Gamma_{ij}v_j\rho+\tfrac12B_{ij}\frac{\partial\rho}{\partial p_j}\Big].
\tag{2}
\]

The matrices \(\Gamma\) and \(B\) depend on \(R\) alone and pass through the momentum derivatives. No extra drift arises from the position dependence of the noise: during \(\delta t\) the positions move by order \(\delta t\), so evaluating \(B\) at the start or the end of the interval changes \(B\,\delta t\) by order \(\delta t^2\).

### Proof of the theorem in the white-noise description

For the canonical density,

\[
\nabla_R\rho_c=-\frac{\nabla U}{\theta}\rho_c,\qquad
\nabla_p\rho_c=-\frac{v}{\theta}\rho_c .
\]

The first two terms of (2) give \(v\cdot\nabla U\,\rho_c/\theta-\nabla U\cdot v\,\rho_c/\theta=0\). In the bracket, the derivative of \(\rho_c\) turns the noise term into \(-B_{ij}v_j\rho_c/(2\theta)\). With \(D=\Gamma-B/(2\theta)\) the rest is

\[
\sum_{ij}\frac{\partial}{\partial p_i}(D_{ij}v_j\rho_c)
=\Big[\operatorname{tr}(M^{-1}D)-\frac{v^TDv}{\theta}\Big]\rho_c .
\tag{3}
\]

The trace comes from \(\partial v_j/\partial p_i=\delta_{ij}/m_j\), the second term from differentiating \(\rho_c\).

If \(D=0\), the density is stationary. Conversely, suppose (3) vanishes for every \(v\). At \(v=0\) the trace vanishes, and then \(v^TDv=0\) for all \(v\). A symmetric matrix with zero quadratic form is zero, so \(D=0\). Therefore \(2\theta\Gamma=B\), which is the boxed law. ∎

If the friction is left at \(\Gamma_0\), then \(D=-\Delta C/(2\theta)\), and (3) becomes

\[
\frac{1}{\rho_c}\frac{\partial\rho_c}{\partial t}
=\frac{\Delta}{2}\Big[\frac{v^TCv}{\theta^2}-\frac{\operatorname{tr}(M^{-1}C)}{\theta}\Big].
\]

The density falls at low speed and rises at high speed along directions in which the force is noisy: this is heating, seen in the distribution.

**Remark on uniqueness.** A stationary density is sampled only if no other competes with it. Let \(\Gamma\) be positive definite and write \(\rho=\rho_cg\). Since \(B=2\theta\Gamma\), the derivative of \(\rho_c\) in the bracket of (2) cancels the friction term, leaving

\[
\rho_c\frac{\partial g}{\partial t}=\rho_c(-v\cdot\nabla_Rg+\nabla U\cdot\nabla_pg)
+\theta\,\nabla_p\cdot(\rho_c\Gamma\nabla_pg).
\]

Multiply by \(2g\) and integrate. The Hamiltonian terms become first derivatives of \(g^2\) weighted by \(\rho_c\); they integrate to zero because \(\rho_c\) is stationary under Hamiltonian motion. One integration by parts gives

\[
\frac{d}{dt}\int\rho_cg^2=-2\theta\int\rho_c(\nabla_pg)^T\Gamma\,\nabla_pg\le0 .
\]

For a stationary \(g\) the right side is zero, hence \(\nabla_pg=0\). The evolution equation then requires \(v\cdot\nabla_Rg(R)=0\) for every \(v\), so \(g\) is constant on a connected configuration space. This proves uniqueness among smooth densities for which the integrals exist. It gives no relaxation time: a high barrier can still make a finite trajectory a poor sample.

### The finite time step

The following step uses one noisy force evaluation:

\[
\begin{aligned}
\bar R&=R+\tfrac{\Delta}{2}M^{-1}p,\\
p'&=p+\Delta[F(\bar R)+\eta+\zeta]-\Delta\,\Gamma(\bar R)M^{-1}\frac{p+p'}2,\\
R'&=\bar R+\tfrac{\Delta}{2}M^{-1}p' .
\end{aligned}
\tag{4}
\]

Here \(\zeta\) is the Gaussian bath force, independent of \(\eta\). Its impulse covariance per step must be \(2\theta\Gamma_0\Delta\), so its force covariance is \(2\theta\Gamma_0/\Delta\). The sum \(\nu=\eta+\zeta\) has covariance

\[
S=C+\frac{2\theta\Gamma_0}{\Delta}.
\]

**Lemma 2.** At fixed \(\bar R\), the momentum update in (4) is a half kick by \(F\), a linear stochastic map, and another half kick. With the boxed friction the stochastic map preserves the Gaussian momentum distribution of covariance \(\theta M\), for any \(\Delta\).

*Proof.* Let \(G=\Delta\Gamma M^{-1}/2\). Collecting \(p'\) on the left gives

\[
(1+G)p'=(1-G)p+\Delta(F+\nu).
\]

The matrix \(G\) is similar to \(\Delta M^{-1/2}\Gamma M^{-1/2}/2\), whose eigenvalues are not negative, so \(1+G\) can be inverted. Define \(Q=(1+G)^{-1}(1-G)\). Then

\[
1+Q=(1+G)^{-1}[(1+G)+(1-G)]=2(1+G)^{-1}.
\]

The coefficient of \(\Delta F\) is therefore \((1+Q)/2\), and

\[
p'=\Big[Q\big(p+\tfrac{\Delta}{2}F\big)+(1+G)^{-1}\Delta\nu\Big]+\tfrac{\Delta}{2}F .
\]

The square bracket is the stochastic map acting on the half-kicked momentum. It sends a Gaussian to a Gaussian. The covariance \(\theta M\) is preserved if

\[
\theta QMQ^T+(1+G)^{-1}\Delta^2S(1+G)^{-T}=\theta M .
\]

Multiply by \(1+G\) on the left and by its transpose on the right:

\[
\Delta^2S=\theta\big[(1+G)M(1+G)^T-(1-G)M(1-G)^T\big]
=2\theta(GM+MG^T).
\]

The terms \(M\) and \(GMG^T\) have cancelled. Since \(GM=MG^T=\Delta\Gamma/2\), the right side is \(2\theta\Delta\Gamma\). The condition is \(\Gamma=\Delta S/(2\theta)=\Gamma_0+\Delta C/(2\theta)\). ∎

The lemma holds separately at each \(\bar R\), so \(C\) may vary with position. For one coordinate with \(\Gamma=\gamma m\), the map multiplies the momentum by \(Q=(1-\gamma\Delta/2)/(1+\gamma\Delta/2)\). When \(\gamma\Delta>2\) this factor is negative, and for very large noise it approaches \(-1\). The Maxwell distribution is still preserved, but successive momenta nearly reverse and sampling becomes inefficient.

### Lemma 3: the remaining integration error

*For fixed \(C\), or fixed \(\Delta C\), one step changes canonical averages of smooth functions by \(O(\Delta^3)\).*

*Proof.* Let \(a=v\cdot\nabla_R\) and \(b=F\cdot\nabla_p\) generate drifts and kicks, and let \(O\) denote averaging over the stochastic map. The change of \(f\) follows from

\[
Pf=e^{\Delta a/2}e^{\Delta b/2}\,O\,e^{\Delta b/2}e^{\Delta a/2}f .
\]

Canonical averages obey \(\langle(a+b)g\rangle_c=0\) and, by Lemma 2, \(\langle Og\rangle_c=\langle g\rangle_c\). To second order,

\[
e^{\Delta a/2}e^{\Delta b/2}=1+\tfrac{\Delta}{2}(a+b)+\tfrac{\Delta^2}{8}(a^2+2ab+b^2).
\]

The last bracket equals \((a+b)^2+[a,b]\), so the canonical average of this operator acting on \(g\) is \(\langle g\rangle_c+\frac{\Delta^2}{8}\langle[a,b]g\rangle_c+O(\Delta^3)\). Now put \(g=O\,e^{\Delta b/2}e^{\Delta a/2}f\). In the commutator term \(g\) may be replaced by \(f\), with an error of higher order. In the first term \(O\) drops out, and the same expansion with \(a\) and \(b\) exchanged gives \(\langle f\rangle_c+\frac{\Delta^2}{8}\langle[b,a]f\rangle_c\). The two commutator terms cancel. ∎

To pass from one step to the stationary average \(\bar f\), define \(\phi=\Delta\sum_{n\ge0}P^n(f-\bar f)\). Then \((P-1)\phi=-\Delta(f-\bar f)\), and its canonical average gives

\[
\langle f\rangle_c-\bar f=-\frac{\langle(P-1)\phi\rangle_c}{\Delta}=O(\Delta^2),
\]

provided relaxation is fast enough for \(\phi\) to remain finite and smooth as \(\Delta\to0\).

## II. Harmonic accuracy, heating and limits

The symbols carried over are the coordinates \(R\), momenta \(p\), velocities \(v=M^{-1}p\), thermal energy \(\theta\), time step \(\Delta\), force-error covariance \(C\) and bath friction \(\Gamma_0\). The corrected friction is \(\Gamma=\Gamma_0+\Delta C/(2\theta)\). One step consists of a half drift, a half kick, a stochastic momentum map, a half kick and a half drift. With corrected friction and Gaussian errors, the stochastic map preserves momentum covariance \(\theta M\) at every position. The total random force has covariance \(S=C+2\theta\Gamma_0/\Delta\).

### Proposition 1: harmonic positions

*Let \(U=\frac12R^TAR\), with \(A\) positive definite, and let every normal frequency obey \(\omega\Delta<2\). The corrected integrator has a stationary state in which end-of-step positions have covariance \(\theta A^{-1}\), the canonical value, even when \(C\) depends on position.*

*Proof.* Follow the state from just after one stochastic map to just before the next. With \(x\) the position at the force evaluation, this part is Verlet motion:

\[
q=p-\tfrac{\Delta}{2}Ax,\qquad x'=x+\Delta M^{-1}q,\qquad p'=q-\tfrac{\Delta}{2}Ax'.
\]

It conserves

\[
J=\tfrac12p^TM^{-1}p+\tfrac12x^TA_\Delta x,\qquad
A_\Delta=A-\tfrac{\Delta^2}{4}AM^{-1}A .
\]

To see this, put \(u=M^{-1}q\) and insert \(p=q+\Delta Ax/2\). The terms in \(\Delta^2\) cancel, and

\[
J(x,p)=\tfrac12q^Tu+\tfrac{\Delta}{2}u^TAx+\tfrac12x^TAx .
\]

At the end, \(p'=q-\Delta Ax'/2\) gives the same expression with the middle sign reversed and \(x\) replaced by \(x'\). Insert \(x'=x+\Delta u\):

\[
-\tfrac{\Delta}{2}u^TAx-\tfrac{\Delta^2}{2}u^TAu
+\tfrac12x^TAx+\Delta u^TAx+\tfrac{\Delta^2}{2}u^TAu
=\tfrac{\Delta}{2}u^TAx+\tfrac12x^TAx .
\]

Thus \(J\) is unchanged. Each drift or kick shifts one set of variables by a function of the other, so the motion also preserves phase-space volume. The stochastic map preserves the momentum factor of \(e^{-J/\theta}\) at each \(x\). Hence \(e^{-J/\theta}\) is stationary. It can be normalized because \(\omega\Delta<2\) makes \(A_\Delta\) positive definite.

At the force evaluation the positions have covariance \(\theta A_\Delta^{-1}\), slightly too broad. The step ends after a half kick and a half drift. With \(W=\Delta^2M^{-1}A/4\),

\[
R'=(1-W)x+\tfrac{\Delta}{2}M^{-1}p,\qquad A_\Delta=A(1-W).
\]

Since \(x\) and \(p\) are independent,

\[
\operatorname{cov}(R')=\theta A^{-1}(1-W^T)+\tfrac{\theta\Delta^2}{4}M^{-1}=\theta A^{-1},
\]

because \(A^{-1}W^T=\Delta^2M^{-1}/4\). ∎

Momenta should be read next to the stochastic map, where their covariance is \(\theta M\). At the end of a step a half kick has been added. For one oscillator the variance there is

\[
m\theta+\frac{\Delta^2k^2}{4}\,\frac{\theta}{k(1-\omega^2\Delta^2/4)}
=\frac{m\theta}{1-\omega^2\Delta^2/4},
\]

where \(k=m\omega^2\). This excess comes from the place of measurement and must not be attributed to force noise.

With the friction \(\Gamma_0+\Delta C/(2\theta)\), the canonical density is stationary in the white-noise description, and for harmonic systems with Gaussian errors the finite-step integrator gives end-of-step positions their exact canonical covariance. What remains is to find the heating and the false temperatures that arise without this correction, to test the results numerically, and to examine the conditions on the force error.
